# Spin-orbit matrix elements between scalar-relativistic functions for any spin axis: a numerical check

```python
"""Spin-orbit matrix elements between scalar-relativistic radial functions.

Result under test (Hartree atomic units, s = sigma/2):
    H_so = V'(r) / (2 M^2 c^2 r) * l.s ,   M = 1 + (E - V)/(2 c^2)
acting on the scalar-relativistic large component g(r) Y_lm, f = g'/(2 M c),
and the spin blocks of l.s for a quantization axis n(theta, phi).
k = <sigma.l> is l for j = l+1/2 and -l-1 for j = l-1/2.
Model potential: V = -Z / (r (1 + r/b)^2) in a sphere of radius R.
Sphere boundary condition: g'(R) = 0.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq

c = 1.0 / physical_constants["fine-structure constant"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10   # angstrom

# ---------- operator identity in Cartesian coordinates ----------
X = sp.symbols("x y z", real=True)
rho = sp.symbols("rho", positive=True)
radius = sp.sqrt(sum(q**2 for q in X))
c_test, e_test = sp.Integer(3), sp.Rational(-3, 10)
v_rho = -2 * sp.exp(-rho) / rho
v_xyz = v_rho.subs(rho, radius)
dv_xyz = sp.diff(v_rho, rho).subs(rho, radius)
m_xyz = 1 + (e_test - v_xyz) / (2 * c_test**2)


def mom(i, u):
    return -sp.I * sp.diff(u, X[i])


def sigma_dot(op, s):
    """sigma.op on a two-spinor; op(i, u) applies component i."""
    up = op(2, s[0]) + op(0, s[1]) - sp.I * op(1, s[1])
    down = op(0, s[0]) + sp.I * op(1, s[0]) - op(2, s[1])
    return [up, down]


def ang(i, u):
    a, b = (i + 1) % 3, (i + 2) % 3
    return X[a] * mom(b, u) - X[b] * mom(a, u)


trial = [X[0] * X[2] * sp.exp(-radius),
         (X[0] + X[1]**2) * sp.exp(-radius / 2)]
inner = [u / (2 * m_xyz) for u in sigma_dot(mom, trial)]
full_kinetic = sigma_dot(mom, inner)
sl_trial = sigma_dot(ang, trial)
point = dict(zip(X, (0.7, -0.4, 0.9)))
identity_error = 0.0
for comp in range(2):
    scalar_part = sum(mom(i, mom(i, trial[comp]) / (2 * m_xyz))
                      for i in range(3))
    left = complex((full_kinetic[comp] - scalar_part).subs(point).evalf())
    right = complex((dv_xyz / (4 * m_xyz**2 * c_test**2 * radius)
                     * sl_trial[comp]).subs(point).evalf())
    assert abs(right) > 1e-5
    identity_error = max(identity_error, abs(left - right) / abs(right))
assert identity_error < 1e-9

# ---------- radial equations on a logarithmic grid ----------
Z, L = 80.0, 2
LL = L * (L + 1)
N_STEPS = 6000          # even, for Simpson's rule
R_START = 1e-7          # bohr


def make_grid(r_max):
    x = np.linspace(np.log(R_START), np.log(r_max), 2 * N_STEPS + 1)
    return x, np.exp(x)


def potential(r, b):
    q = 1 + r / b
    return -Z / (r * q**2), Z / (r * q)**2 + 2 * Z / (b * r * q**3)


def mass(energy, v):
    return 1 + (energy - v) / (2 * c**2)


def propagate(a11, a12, a21, a22, x, start):
    """Fourth-order Runge-Kutta for the linear system dy/dx = A(x) y."""
    h = x[2] - x[0]
    a = np.empty((len(x), 2, 2))
    a[:, 0, 0], a[:, 0, 1], a[:, 1, 0], a[:, 1, 1] = a11, a12, a21, a22
    one = np.eye(2)
    k1, mid, end = a[:-2:2], a[1::2], a[2::2]
    k2 = mid @ (one + h / 2 * k1)
    k3 = mid @ (one + h / 2 * k2)
    k4 = end @ (one + h * k3)
    steps = one + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    u, w = start
    us, ws = [u], [w]
    for t11, t12, t21, t22 in steps.reshape(-1, 4).tolist():
        u, w = t11 * u + t12 * w, t21 * u + t22 * w
        us.append(u)
        ws.append(w)
    return np.array(us), np.array(ws)


def solve_scalar(energy, coupling, b, grid):
    """g, f with the sigma.l term multiplied by coupling (0: scalar)."""
    x, r = grid
    v, dv = potential(r, b)
    m = mass(energy, v)
    lower = r * (LL / (2 * m * c * r**2) + (v - energy) / c
                 + coupling * dv / (4 * m**2 * c**3 * r))
    s = np.sqrt(1 + LL + coupling - (Z / c)**2) - 1
    g, f = propagate(0.0, 2 * m * c * r, lower, -2.0, x, (1.0, s * c / Z))
    return g, f, f[-1]


def solve_dirac(energy, kappa, b, grid):
    """Coupled Dirac equations for P = r g and Q; last item ~ g'(R)."""
    x, r = grid
    v, _ = potential(r, b)
    m = mass(energy, v)
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    p, q = propagate(-kappa, 2 * m * c * r, (v - energy) * r / c, kappa,
                     x, (1.0, (gamma + kappa) * c / Z))
    slope = 2 * m[-1] * c * r[-1] * q[-1] - (1 + kappa) * p[-1]
    return p, q, slope


def find_root(problem, lo, hi, nodes):
    """Parameter at which g'(R) = 0 with the given number of nodes of g."""
    def index(value):
        g, _, slope = problem(value)
        crossings = int(np.sum(g[1:] * g[:-1] < 0))
        return crossings + int(slope * g[-1] < 0)
    i_lo, i_hi = index(lo), index(hi)
    assert i_lo <= nodes < i_hi
    while i_lo != nodes or i_hi != nodes + 1:
        middle = 0.5 * (lo + hi)
        i_mid = index(middle)
        if i_mid > nodes:
            hi, i_hi = middle, i_mid
        else:
            lo, i_lo = middle, i_mid
    return brentq(lambda t: problem(t)[2], lo, hi, xtol=1e-13, rtol=1e-14)


# Restored equation against closed Dirac energies of the Coulomb problem
coulomb_grid = make_grid(1.0)
coulomb_error = 0.0
for k in (L, -L - 1):
    e_num = find_root(lambda e: solve_scalar(e, k, 1e12, coulomb_grid),
                      -1000.0, -50.0, 0)
    kap = abs(-1 - k)
    n_eff = 3 - kap + np.sqrt(kap**2 - (Z / c)**2)
    e_closed = c**2 * (1 / np.sqrt(1 + (Z / (c * n_eff))**2) - 1)
    coulomb_error = max(coulomb_error, abs(e_num / e_closed - 1))
assert coulomb_error < 1e-7

# ---------- d function of the sphere ----------
R_ANG, E_EV = 1.5, -5.0
grid = make_grid(R_ANG / BOHR)
E5 = E_EV / HARTREE
b = find_root(lambda t: solve_scalar(E5, 0.0, t, grid), 0.1, 1.0, 2)
x, r = grid[0][::2], grid[1][::2]
V, dV = potential(r, b)


def integral(y):
    return simpson(y * r**3, x=x)      # r^2 dr = r^3 dx


def norm(e1, s1, e2, s2):
    m12 = mass(e1, V) * mass(e2, V)
    return integral(s1[0] * s2[0] * (1 + LL / (4 * m12 * c**2 * r**2))
                    + s1[1] * s2[1])


def so_weight(energy):
    return dV / (2 * mass(energy, V)**2 * c**2 * r)


d5 = solve_scalar(E5, 0.0, b, grid)
n55 = norm(E5, d5, E5, d5)
density = d5[0]**2
xi = integral(density * so_weight(E5)) / n55
xi_m1 = integral(density * dV / (2 * c**2 * r)) / n55
xi_large = xi * n55 / integral(density)
xi_gf = xi * n55 / integral(density + d5[1]**2)
cut = int(np.searchsorted(r, 0.1 / BOHR))
inner_share = simpson((density * so_weight(E5) * r**3)[:cut + 1],
                      x=x[:cut + 1]) / (xi * n55)
inner_charge = simpson((density * r**3)[:cut + 1],
                       x=x[:cut + 1]) / integral(density)
M5 = mass(E5, V)
spin_norm = -integral(d5[0] * d5[1] / (M5 * c * r)
                      + density / (2 * M5 * c * r)**2) / n55

# First-order slope from solved, weakly coupled states
DELTA = 0.01
e_pm, s_pm = [], []
for sign in (1, -1):
    e = find_root(lambda t: solve_scalar(t, sign * DELTA, b, grid),
                  E5 - 1.0, E5 + 1.0, 2)
    e_pm.append(e)
    s_pm.append(solve_scalar(e, sign * DELTA, b, grid))
xi_slope = 2 * (e_pm[0] - e_pm[1]) / (2 * DELTA)
slope_error = abs(xi / xi_slope - 1)
assert slope_error < 1e-5
assert slope_error < abs(xi_large / xi_slope - 1)

# Off-diagonal element with the one-node d function
E4 = find_root(lambda t: solve_scalar(t, 0.0, b, grid), -200.0, 5.0, 1)
d4 = solve_scalar(E4, 0.0, b, grid)
n44 = norm(E4, d4, E4, d4)
assert abs(norm(E4, d4, E5, d5)) / np.sqrt(n44 * n55) < 1e-6
xi45 = integral(d4[0] * d5[0] * so_weight(E5)) / np.sqrt(n44 * n55)
xi45_other = integral(d4[0] * d5[0] * so_weight(E4)) / np.sqrt(n44 * n55)
mix = [norm(E4, d4, e, s) / np.sqrt(n44 * norm(e, s, e, s))
       for e, s in zip(e_pm, s_pm)]
xi45_solved = 2 * (E5 - E4) * (mix[0] - mix[1]) / (2 * DELTA)
offdiag_error = abs(xi45 / xi45_solved - 1)
assert offdiag_error < 1e-4

# Full coupling: restored equation against the coupled Dirac equations
levels = {}
dirac_error = 0.0
for k in (L, -L - 1):
    e_one = find_root(lambda t: solve_scalar(t, k, b, grid),
                      E5 - 1.0, E5 + 1.0, 2)
    e_two = find_root(lambda t: solve_dirac(t, -1 - k, b, grid),
                      E5 - 1.0, E5 + 1.0, 2)
    dirac_error = max(dirac_error, abs(e_one - e_two) * HARTREE)
    levels[k] = e_two * HARTREE
assert dirac_error < 1e-5
xi_ev = xi * HARTREE
split_first = (L + 0.5) * xi_ev
split_dirac = levels[L] - levels[-L - 1]
assert abs(split_first / split_dirac - 1) < 0.1

# ---------- spin blocks for an arbitrary axis ----------
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def orbital_matrices(l):
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0)), 1)
    return np.diag(m).astype(complex), raising.astype(complex)


def ls_blocks(l, theta, phi, flips=True):
    lz, lp = orbital_matrices(l)
    lm, ph = lp.conj().T, np.exp(1j * phi)
    same = 0.5 * (np.cos(theta) * lz
                  + 0.5 * np.sin(theta) * (lp / ph + lm * ph))
    flip = 0.5 * (-np.sin(theta) * lz - np.sin(theta / 2)**2 * lp / ph
                  + np.cos(theta / 2)**2 * lm * ph) * flips
    return np.block([[same, flip], [flip.conj().T, -same]])


def ls_lab(l):
    lz, lp = orbital_matrices(l)
    lm = lp.conj().T
    parts = [(lp + lm) / 2, (lp - lm) / 2j, lz]
    return 0.5 * sum(np.kron(s, o) for s, o in zip(PAULI, parts))


def axis_sigma(theta, phi):
    n = (np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
         np.cos(theta))
    return sum(a * s for a, s in zip(n, PAULI))


block_error = 0.0
for l in (1, 2, 3):
    expected = np.sort([-(l + 1) / 2] * (2 * l) + [l / 2] * (2 * l + 2))
    assert np.allclose(np.linalg.eigvalsh(ls_lab(l)), expected)
    for theta, phi in ((0.0, 0.0), (0.8, 2.1), (2.5, -1.3)):
        U = expm(-0.5j * phi * PAULI[2]) @ expm(-0.5j * theta * PAULI[1])
        assert np.allclose(U.conj().T @ axis_sigma(theta, phi) @ U, PAULI[2])
        W = np.kron(U, np.eye(2 * l + 1))
        rotated = W.conj().T @ ls_lab(l) @ W
        block_error = max(block_error,
                          np.abs(rotated - ls_blocks(l, theta, phi)).max())
assert block_error < 1e-12

# ---------- ferromagnetic d chain along z ----------
HOP = {0: -0.6, 1: 0.4, 2: -0.1}       # eV, for |m|
EXCHANGE, ELECTRONS = 1.0, 7           # eV, per atom
hop_matrix = np.kron(np.eye(2), np.diag([HOP[abs(m)]
                                         for m in range(2, -3, -1)]))


def chain(ka, theta, phi=0.0, flips=True):
    fixed = (xi_ev * ls_blocks(2, theta, phi, flips)
             - EXCHANGE / 2 * np.kron(PAULI[2], np.eye(5)))
    return fixed + 2 * np.cos(np.atleast_1d(ka))[:, None, None] * hop_matrix


lab = (2 * np.cos(0.6) * hop_matrix + xi_ev * ls_lab(2)
       - EXCHANGE / 2 * np.kron(axis_sigma(0.8, 2.1), np.eye(5)))
assert np.allclose(np.linalg.eigvalsh(lab),
                   np.linalg.eigvalsh(chain(0.6, 0.8, 2.1))[0], atol=1e-11)


def band_energy(theta, n_k, flips=True):
    ka = (np.arange(n_k) + 0.5) * np.pi / n_k
    bands = np.linalg.eigvalsh(chain(ka, theta, flips=flips))
    return np.sort(bands.ravel())[:ELECTRONS * n_k].sum() / n_k


def anisotropy(n_k, flips=True):
    return band_energy(np.pi / 2, n_k, flips) - band_energy(0.0, n_k, flips)


aniso = anisotropy(2000)
aniso_change = abs(aniso - anisotropy(1000))
assert aniso_change < 1e-4
aniso_noflip = anisotropy(2000, False)
levels_z = np.linalg.eigvalsh(chain(0.0, 0.0))[0]
levels_x = np.linalg.eigvalsh(chain(0.0, np.pi / 2))[0]

# ---------- output ----------
print(f"speed of light c = {c:.6f} a.u.")
print(f"1 hartree = {HARTREE:.6f} eV; 1 bohr = {BOHR:.6f} angstrom")
print(f"operator identity, relative error = {identity_error:.1e}")
print(f"Coulomb-Dirac energies, relative error = {coulomb_error:.1e}")
print(f"nuclear charge Z = {Z:.0f}; l = {L}; nodes = 2")
print(f"sphere radius R = {R_ANG:.2f} angstrom")
print(f"energy of the d function = {E_EV:.2f} eV")
print(f"potential length b = {b * BOHR:.5f} angstrom")
print(f"V(R) = {V[-1] * HARTREE:.3f} eV")
for r_show in (0.001, 0.01, 0.1):
    v_show = potential(r_show / BOHR, b)[0]
    print(f"M at r = {r_show} angstrom = {mass(E5, v_show):.5f}")
print(f"xi, weight with M^2 and full norm = {xi_ev:.5f} eV"
      f" = {xi:.7f} hartree")
print(f"xi from slope of solved energies = {xi_slope * HARTREE:.5f} eV")
print(f"relative difference of these two = {slope_error:.1e}")
print(f"xi with M = 1 in the weight = {xi_m1 * HARTREE:.5f} eV")
print(f"xi, norm g^2 only: relative change = {xi_large / xi - 1:.2e}")
print(f"xi, norm g^2+f^2: relative change = {xi_gf / xi - 1:.2e}")
print(f"share of xi from r < 0.1 angstrom = {inner_share:.4f}")
print(f"share of g^2 from r < 0.1 angstrom = {inner_charge:.5f}")
print(f"norm change per unit of sigma.l = {spin_norm:.2e}")
print(f"energy of one-node d function = {E4 * HARTREE:.3f} eV")
print(f"off-diagonal xi, M at -5 eV = {xi45 * HARTREE:.5f} eV")
print(f"off-diagonal xi, M at other energy = {xi45_other * HARTREE:.5f} eV")
print(f"off-diagonal xi from solved mixing = {xi45_solved * HARTREE:.5f} eV")
print(f"Dirac level j = 5/2 = {levels[L]:.5f} eV")
print(f"Dirac level j = 3/2 = {levels[-L - 1]:.5f} eV")
print(f"restored equation minus Dirac, largest = {dirac_error:.1e} eV")
print(f"first-order splitting 5 xi/2 = {split_first:.5f} eV")
print(f"Dirac splitting = {split_dirac:.5f} eV")
print(f"first-order / Dirac splitting = {split_first / split_dirac:.5f}")
print(f"spin blocks, largest error = {block_error:.1e}")
print(f"chain hoppings |m| = 0, 1, 2: {HOP[0]}, {HOP[1]}, {HOP[2]} eV")
print(f"exchange splitting = {EXCHANGE} eV; electrons/atom = {ELECTRONS}")
for name, values in (("z", levels_z), ("x", levels_x)):
    print(f"levels at k = 0, axis {name} (eV), lower five:",
          " ".join(f"{v:.4f}" for v in values[:5]))
    print(f"levels at k = 0, axis {name} (eV), upper five:",
          " ".join(f"{v:.4f}" for v in values[5:]))
print(f"band energy, axis z = {band_energy(0.0, 2000):.5f} eV/atom")
print(f"band energy, axis x = {band_energy(np.pi / 2, 2000):.5f} eV/atom")
print(f"E(x) - E(z) = {aniso:.5f} eV/atom")
print(f"change on halving the k mesh = {aniso_change:.1e} eV/atom")
print(f"E(x) - E(z) without spin-flip blocks = {aniso_noflip:.5f} eV/atom")
print("OK")
```

Printed output:

```
speed of light c = 137.035999 a.u.
1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
operator identity, relative error = 6.1e-15
Coulomb-Dirac energies, relative error = 6.2e-13
nuclear charge Z = 80; l = 2; nodes = 2
sphere radius R = 1.50 angstrom
energy of the d function = -5.00 eV
potential length b = 0.18421 angstrom
V(R) = -9.187 eV
M at r = 0.001 angstrom = 2.11503
M at r = 0.01 angstrom = 1.10140
M at r = 0.1 angstrom = 1.00473
xi, weight with M^2 and full norm = 0.23545 eV = 0.0086528 hartree
xi from slope of solved energies = 0.23545 eV
relative difference of these two = 4.1e-08
xi with M = 1 in the weight = 0.24997 eV
xi, norm g^2 only: relative change = 8.49e-05
xi, norm g^2+f^2: relative change = 5.82e-05
share of xi from r < 0.1 angstrom = 0.9509
share of g^2 from r < 0.1 angstrom = 0.00232
norm change per unit of sigma.l = -3.42e-06
energy of one-node d function = -243.256 eV
off-diagonal xi, M at -5 eV = 1.23567 eV
off-diagonal xi, M at other energy = 1.23622 eV
off-diagonal xi from solved mixing = 1.23567 eV
Dirac level j = 5/2 = -4.77228 eV
Dirac level j = 3/2 = -5.37278 eV
restored equation minus Dirac, largest = 2.9e-09 eV
first-order splitting 5 xi/2 = 0.58863 eV
Dirac splitting = 0.60050 eV
first-order / Dirac splitting = 0.98024
spin blocks, largest error = 3.1e-16
chain hoppings |m| = 0, 1, 2: -0.6, 0.4, -0.1 eV
exchange splitting = 1.0 eV; electrons/atom = 7
levels at k = 0, axis z (eV), lower five: -1.7286 -0.9588 -0.7859 -0.4645 -0.0532
levels at k = 0, axis z (eV), upper five: 0.2682 0.5355 0.5355 1.2108 1.4411
levels at k = 0, axis x (eV), lower five: -1.7358 -0.7859 -0.7787 -0.7566 0.2568
levels at k = 0, axis x (eV), upper five: 0.2682 0.4121 0.4237 1.3456 1.3507
band energy, axis z = -2.73023 eV/atom
band energy, axis x = -2.73220 eV/atom
E(x) - E(z) = -0.00197 eV/atom
change on halving the k mesh = 1.3e-07 eV/atom
E(x) - E(z) without spin-flip blocks = 0.02204 eV/atom
OK
```
